# Can a high-mobility graphene sheet be turned off like a transistor?

## Question

Graphene carries current very well: its electrons have a high mobility, and its density of states vanishes at the Dirac point. So I would expect a wide graphene monolayer to make an excellent logic channel. A gate could move the Fermi energy to the Dirac point to switch the current off, and move it away again to switch the current on. If some leakage remained, couldn't I reduce it by making a cleaner sheet with a still higher mobility? How large can the on/off ratio be at room temperature, and what does a band gap change?

## Answer

Increasing the mobility does not solve the leakage problem. Mobility says how readily the carriers drift, whereas turn-off requires the conducting states to be nearly empty of carriers. At room temperature a gapless sheet keeps electrons and holes even at neutrality, and a higher mobility makes them conduct better.

I use independent electrons, a uniform gate potential and a sheet wide enough for confinement across its width to be negligible. "Leakage" means source–drain current, not current through the gate insulator. Charge puddles, contact resistance and interactions are left out. Energies are in eV and lengths in nm; $e>0$ is the elementary charge.

### Why the gate does not open a gap

Graphene has two atoms per cell, on sublattices A and B. With nearest-neighbour hopping $t$, the Bloch Hamiltonian is

$$
H=\begin{pmatrix}U+\Delta&-tF\\-tF^*&U-\Delta\end{pmatrix},\qquad F=1+e^{i\theta_1}+e^{i\theta_2}.
$$

Here $\theta_1,\theta_2$ are the Bloch phases, $U$ is the gate potential energy and $2\Delta$ is a possible energy difference between the sublattices. The eigenvalue condition $(E-U)^2-\Delta^2-t^2|F|^2=0$ gives

$$
E=U\pm\sqrt{\Delta^2+t^2|F|^2}.
$$

At the corner K of the Brillouin zone, $\theta_1=2\pi/3$ and $\theta_2=-2\pi/3$. The three terms of $F$ are then the cube roots of unity, whose sum is zero. For equivalent sublattices, $\Delta=0$ and the bands touch at $E=U$. Changing $U$ moves both bands together and leaves them touching.

Near K, $|F|$ is proportional to the distance $k$ from the corner. Measuring energy from the Dirac point and calling the slope $\hbar v$,

$$
E=\pm\hbar vk .
$$

There are two spins and two inequivalent corners, hence four flavours of carrier.

### The ballistic limit

Take a channel without scattering and with perfectly transmitting contacts. For width $W$, transverse wavevectors are spaced by $2\pi/W$. At energy $E$ they run from $-k$ to $k$, so each flavour has

$$
\frac{2k}{2\pi/W}=\frac{kW}{\pi}
$$

modes. In one mode the velocity $\hbar^{-1}dE/dk_x$ cancels the one-dimensional density of states, so the current is $(e/h)\int(f_S-f_D)\,dE$, where $f_S,f_D$ are the contact occupations. For a small bias $V$, $f_S-f_D\simeq eV(-\partial f/\partial E)$. With four flavours and $k=|E|/(\hbar v)$,

$$
\frac GW=\frac{4e^2}{h}\frac{\langle|E|\rangle}{\pi\hbar v},\qquad
\langle|E|\rangle=\int_{-\infty}^{\infty}|E|\left(-\frac{\partial f}{\partial E}\right)dE .
$$

Let $\mu$ be the Fermi energy measured from the Dirac point, and $\eta=\mu/kT$; in the product $kT$, $k$ is Boltzmann's constant. Integration by parts gives the electron half:

$$
\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE
=\int_0^\infty f\,dE=kT\ln(1+e^\eta).
$$

The boundary term vanishes at both ends. The substitution $E\to-E$ turns the negative-energy half into the same integral with $\mu\to-\mu$, which is $kT\ln(1+e^{-\eta})$. Since $(1+e^\eta)(1+e^{-\eta})=2+2\cosh\eta=4\cosh^2(\eta/2)$,

$$
\langle|E|\rangle=2kT\ln\!\left(2\cosh\frac{\eta}{2}\right).
$$

Its derivative with respect to $\mu$ is $\tanh(\eta/2)$, so the minimum is at $\mu=0$. There it equals $2kT\ln2$, not zero: the density of states vanishes at a single energy, but the thermal window covers a range of energies. The ratio is

$$
\boxed{\frac{G_{\rm on}}{G_{\rm off}}=\frac{\ln[2\cosh(\eta/2)]}{\ln2}}
$$

For $\eta\gg1$ it approaches $\eta/(2\ln2)$. Moving the Fermi energy buys a linear improvement, not an exponential one.

### The diffusive limit, where mobility enters

Now let the sheet be much longer than the scattering length. Counting states in a ring of $k$-space gives the density of states per area

$$
D(E)=\frac{2|E|}{\pi\hbar^2v^2}.
$$

The probability of a hole at energy $-E$ is $1-f(-E)=[e^{(E+\mu)/kT}+1]^{-1}$. The electron density $n$ and hole density $p$ therefore add to

$$
n+p=\frac{2}{\pi\hbar^2v^2}S(\mu),\quad
S=\int_0^\infty E\left[\frac1{e^{(E-\mu)/kT}+1}+\frac1{e^{(E+\mu)/kT}+1}\right]dE .
$$

Differentiating $S$ with respect to $\mu$ reproduces the two integrals found above, now with opposite signs:

$$
\frac{dS}{d\mu}=kT\ln(1+e^\eta)-kT\ln(1+e^{-\eta})=kT\,\eta=\mu .
$$

Hence $S(\mu)=S(0)+\mu^2/2$. Expanding the Fermi function in exponentials gives

$$
S(0)=2(kT)^2\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}
=2(kT)^2\frac{\pi^2}{12}=\frac{\pi^2(kT)^2}{6},
$$

and therefore

$$
n+p=\frac{\mu^2+\pi^2(kT)^2/3}{\pi\hbar^2v^2}.
$$

If electrons and holes have the same mobility $m$, independent of the gate, the sheet conductivity is $\sigma=em(n+p)$. Electrons and holes drift in opposite directions but carry opposite charges, so their currents add. Dividing the on value by the neutral value gives

$$
\boxed{\frac{\sigma_{\rm on}}{\sigma_{\rm off}}=1+\frac{3\eta^2}{\pi^2}}
$$

The mobility has cancelled. It multiplies both currents, including the unwanted one.

Constant mobility corresponds to a particular scattering law. In Boltzmann transport,

$$
\sigma=e^2\int D(E)\frac{v^2\tau(E)}2\left(-\frac{\partial f}{\partial E}\right)dE .
$$

Choosing $\tau=m|E|/(ev^2)$ makes the integrand proportional to $E^2$. The thermal average of $E^2$ is $\mu^2+\pi^2(kT)^2/3$, which recovers $\sigma=em(n+p)$. If instead $\tau\propto1/|E|$, then $D\tau$ is constant and the gate does not change $\sigma$ at all. The second boxed ratio thus belongs to its scattering law and is not a universal bound. If mobility varies with the gate, the ratio is multiplied by $m_{\rm on}/m_{\rm off}$.

### Numbers at room temperature

Take $T=300$ K, $v=10^6$ m/s and an on-state Fermi energy $\mu=0.3$ eV as round model parameters. Then $kT=0.02585$ eV, $\hbar v=0.6582$ eV nm and $\eta=0.3/0.02585=11.60$.

In the ballistic off state, $\langle|E|\rangle=2(0.02585)\ln2=0.03584$ eV. With $4e^2/h=155.0$ µS,

$$
\frac{G_{\rm off}}W=\frac{155.0\times0.03584}{\pi\times0.6582}\ \frac{\mu{\rm S}}{\rm nm}
=2.69\ \frac{\rm mS}{\mu{\rm m}} .
$$

In the on state $\langle|E|\rangle=0.300$ eV and $G_{\rm on}/W=22.5$ mS/µm. The ratio is $0.300/0.03584=8.37$.

For the diffusive case, the neutral sheet holds $8.08\times10^{10}$ electrons per cm² and as many holes, in total $1.62\times10^{11}$ cm⁻². The on state has $6.77\times10^{12}$ cm⁻². Their ratio is 41.9, in agreement with $1+3(11.60)^2/\pi^2$.

Now compare two mobilities in a square sheet of side 10 µm, with 10 mV between source and drain:

- At 1000 cm²/(V s), the off and on conductivities are 0.0259 and 1.085 mS. The off current is 0.259 µA.
- At 10000 cm²/(V s), they are 0.259 and 10.85 mS. The off current is 2.59 µA.

Tenfold mobility gives tenfold leakage and the same ratio, 41.9. The larger on conductance, 10.85 mS, is about 5% of the ballistic value for this width, $22.5\times10=225$ mS, so the sheet is much longer than the scattering length. The Boltzmann picture also needs the mean free path $\ell$ to be well above $1/k$. Since $\sigma=(2e^2/h)\langle k\ell\rangle$, the neutral sheet has $\langle k\ell\rangle=0.33$ at the lower mobility and 3.3 at the higher one. The first value lies outside the semiclassical range and the second is only marginally inside it. These off currents therefore illustrate the constant-mobility model; they do not predict the minimum conductivity of a real sheet.

To reach a ratio of $10^4$ at these Fermi energies, the mobility would have to be $10^4/41.9\approx240$ times lower in the off state than in the on state. A high mobility at neutrality is the opposite of what turn-off needs.

### A larger drain bias

A logic transistor does not work at 10 mV. In the ballistic model, let the contact Fermi energies be $\mu\pm eV/2$ relative to a uniform channel's Dirac point. Because $\partial f/\partial\mu'=-\partial f/\partial E$, the difference $f_S-f_D$ is an integral of $-\partial f/\partial E$ over the Fermi energies between the contacts. Thus

$$
I=\frac1e\int_{\mu-eV/2}^{\mu+eV/2}G(\mu')\,d\mu' .
$$

The derivative of $I$ with respect to $\mu$ is $[G(\mu+eV/2)-G(\mu-eV/2)]/e$. Since $G$ is even and grows with $|\mu'|$, this is positive for $\mu>0$ and negative for $\mu<0$. The minimum lies at $\mu=0$, with the window centred on the Dirac point.

At zero temperature $G\propto|\mu'|$. The average of $|\mu'|$ over the off window is $eV/4$, while for $\mu>eV/2$ the on average is $\mu$. The ratio is then $4\mu/(eV)$, or 2.4 for $\mu=0.3$ eV and $V=0.5$ V. At 300 K the averages are 0.1294 and 0.3004 eV, and the ratio is 2.32. The bias itself opens a window of conducting states on both sides of the Dirac point.

### Does cooling remove the leakage?

Both thermal off conductances fall on cooling: the ballistic one as $T$, the constant-mobility one as $T^2$. A short, clean sheet nevertheless has another channel of conduction, through evanescent waves that reach from one contact to the other.

Consider transverse wavevector $q$ at the Dirac energy. I include a mass term $\Delta$, since the same calculation will serve for a gapped channel. With $\kappa_0=\Delta/(\hbar v)$, the Dirac equation is

$$
(-i\sigma_x\partial_x+q\sigma_y+\kappa_0\sigma_z)\psi=0 .
$$

Multiplying by $i\sigma_x$ and using $\sigma_x\sigma_y=i\sigma_z$, $\sigma_x\sigma_z=-i\sigma_y$ gives

$$
\partial_x\psi=M\psi,\qquad M=q\sigma_z-\kappa_0\sigma_y .
$$

Since $M^2=\kappa^2$ with $\kappa=\sqrt{q^2+\kappa_0^2}$, propagation over a length $L$ is described by

$$
e^{ML}=\cosh\kappa L+\frac M\kappa\sinh\kappa L .
$$

In heavily doped, gapless leads the right- and left-moving spinors are $R=(1,1)^T$ and $R'=(1,-1)^T$. With reflection and transmission amplitudes $r$ and $s$, continuity at the two ends requires $e^{ML}(R+rR')=sR$, or $R+rR'=s\,e^{-ML}R$. Project this on $R$. The products $R^\dagger R'$, $R^\dagger\sigma_yR$ and $R^\dagger\sigma_zR$ all vanish, leaving $1=s\cosh\kappa L$. The transmission probability is

$$
|s|^2=\frac1{\cosh^2\kappa L}.
$$

For graphene $\kappa_0=0$ and $\kappa=|q|$. When $W\gg L$ the sum over modes becomes an integral:

$$
G=\frac{4e^2}{h}W\int_{-\infty}^{\infty}\frac{dq}{2\pi}\frac1{\cosh^2qL}
=\frac{4e^2}{\pi h}\frac WL .
$$

So $GL/W=49.3$ µS at zero temperature, although the density of states at that energy is zero. Equating this $G/W$ with the thermal ballistic value gives $L=\hbar v/(2kT\ln2)=18.4$ nm at 300 K. This length marks where the two estimates are comparable; they are separate limits and should not be added.

A gate-made potential barrier does not reflect every wave either. At normal incidence, $q=0$, the gapless equation at local energy $\epsilon$ is $\partial_x\psi=i\epsilon\sigma_x\psi/(\hbar v)$. The spinor $R$ is an eigenvector of $\sigma_x$, so it acquires a phase and is fully transmitted for any barrier height within this single-valley Dirac equation, which describes graphene only for energies small compared with the hopping $t$. Waves at oblique incidence can be partly reflected, so a barrier can still reduce the total current.

### What a band gap changes

Suppose a hypothetical channel has the same $v$ but a gap $E_g=2\Delta$. No propagating states exist for $|E|<\Delta$. Outside the gap $\hbar vk=\sqrt{E^2-\Delta^2}$, which replaces $|E|$ in the mode count. With the Fermi energy at midgap,

$$
\langle\hbar vk\rangle_{\rm off}=2\int_\Delta^\infty\sqrt{E^2-\Delta^2}\left(-\frac{\partial f}{\partial E}\right)dE .
$$

For $x=\Delta/kT\gg1$ the Fermi function is close to $e^{-E/kT}$, so $-\partial f/\partial E\simeq e^{-E/kT}/kT$. The integral is dominated by energies just above the edge. Writing $E=\Delta+\epsilon$ and $\sqrt{E^2-\Delta^2}\simeq\sqrt{2\Delta\epsilon}$,

$$
\langle\hbar vk\rangle_{\rm off}\simeq\frac{2\sqrt{2\Delta}}{kT}e^{-x}\int_0^\infty\sqrt\epsilon\,e^{-\epsilon/kT}d\epsilon
=2kT\sqrt{\frac{\pi x}{2}}\,e^{-x},
$$

because the last integral is $\tfrac12\sqrt\pi\,(kT)^{3/2}$. The off current now contains $e^{-E_g/(2kT)}$, the factor missing in graphene.

For a fair comparison, keep the on-state Fermi wavevector the same. This gives the same carrier density and number of modes at zero temperature. For $E_g=1$ eV the Fermi energy must lie $\sqrt{0.5^2+0.3^2}=0.583$ eV above midgap. The on conductance is 21.6 mS/µm, close to graphene's 22.5. The off conductance, from the full integral, is $8.67\times10^{-8}$ mS/µm, and the ratio is $2.5\times10^8$. The leading formula, with $x=19.34$, gives an off value about 2% below the full one.

Tunnelling through the gap must also be small. For $L=20$ nm, integrating $1/\cosh^2\kappa L$ over $q$ gives $2.2\times10^{-12}$ mS/µm at midgap. This is the zero-temperature tunnelling conductance, about $2.5\times10^{-5}$ of the thermal leakage at 300 K. The comparison gives an order of magnitude only: the thermal value assumes perfectly transmitting contacts, whereas heavily doped gapless leads also reflect part of the current above the gap. It varies roughly as $e^{-2\Delta L/(\hbar v)}$, so it grows if the channel is shortened or the gap reduced. At 300 K electrons also tunnel at energies closer to the band edges, where the waves decay more slowly, so the midgap value underestimates the room-temperature tunnelling in this channel. The thermal ballistic leakage also grows when the gap is reduced, but does not depend on $L$; shortening the channel therefore raises the share of tunnelling.

If the target is an on/off ratio of $10^4$ at this on-state wavevector, the thermal ballistic model requires a gap of about 0.46 eV. This is a small-bias estimate for ideal contacts. With 0.5 V between source and drain, the contact Fermi energies in the off state lie 0.25 eV above and below midgap, beyond the band edges at 0.23 eV, and the ratio falls to about 19. In the same uniform-channel model a ratio of $10^4$ at 0.5 V needs a gap of about 0.82 eV, and the 1 eV gap gives about $3\times10^5$. In this model, with a uniform channel and contacts that have states on both sides of the gap, the gap must therefore be large compared with $kT$ and also exceed the bias window. The second condition belongs to these contacts. If source and drain are n-doped regions with a gap of their own, the empty drain states lie in the conduction band, the path through the valence band of the channel is closed except by band-to-band tunnelling, and the bias can exceed the gap, as it does in silicon transistors run at several volts. None of these values is a general specification for logic.

### How far the conclusion reaches

The linear bands were checked against sums over the whole honeycomb Brillouin zone. At $kT=0.02t$, for $\mu=0$ and $0.1t$, the carrier density and ballistic conductance agreed with the formulas within 2%.

The argument concerns a wide monolayer with equivalent sublattices. A narrow ribbon, a bilayer in a perpendicular field or a chemically modified sheet can have a different spectrum and needs its own calculation. High mobility is still useful: at a given carrier density it lowers the on resistance. For a low-leakage switch, though, it has to be combined with a way of removing the carriers, and in the models above a sufficiently large gap provides it.

## Computed values

```
Dirac velocity: 1.000e+06 m/s
Temperature: 300.0 K
Thermal energy kT: 0.025852 eV
hbar*v: 0.658212 eV nm
On-state Fermi energy: 0.300 eV
eta = mu/kT: 11.6045 (dimensionless)
Neutral electron density: 8.0771e+10 cm^-2
Neutral total density n+p: 1.6154e+11 cm^-2
On total density n+p: 6.7740e+12 cm^-2
On net density n-p: 6.7740e+12 cm^-2
Conductance unit 4e^2/h: 154.9618 microS
Neutral ballistic average |E|: 0.035838 eV
On ballistic average |E|: 0.300000 eV
Ballistic off conductance/width: 2.6857 mS/micrometre
Ballistic on conductance/width: 22.4818 mS/micrometre
Ballistic on/off ratio: 8.3709
Constant-mobility on/off ratio: 41.9332
Square-sheet side: 10.0 micrometre
Small drain bias: 10.0 mV
Mobility: 1000 cm^2/(V s)
  Off sheet conductivity: 0.025882 mS
  On sheet conductivity: 1.085310 mS
  Off current at small bias: 0.25882 microA
  On/off ratio: 41.9332
Mobility: 10000 cm^2/(V s)
  Off sheet conductivity: 0.258819 mS
  On sheet conductivity: 10.853100 mS
  Off current at small bias: 2.58819 microA
  On/off ratio: 41.9332
Large drain bias: 0.50 V
Biased off average |E|: 0.129397 eV
Biased on average |E|: 0.300373 eV
Biased ballistic on/off ratio: 2.3213
Zero-temperature coherent G*L/W: 49.3259 microS
Numerical coherent factor: 0.318310 (times 4e^2/h)
Thermal/coherent crossover length: 18.3661 nm
Comparison band gap: 1.000 eV
Gapped on-state Fermi energy from midgap: 0.583095 eV
Half-gap/kT: 19.3409 (dimensionless)
Gapped thermal off G/W: 8.6719e-08 mS/micrometre
Gapped on G/W: 21.5859 mS/micrometre
Gapped thermal on/off ratio: 2.4892e+08
Gapped/gapless thermal off ratio: 3.2289e-08
Gapped channel length: 20.0 nm
Midgap tunnelling G/W: 2.1956e-12 mS/micrometre
Tunnelling/thermal off ratio: 2.5319e-05
Target on/off ratio: 1.0e+04
Gap needed for target: 0.45578 eV
```
